# Photoionization cross section of an electron in a zero-range trap

## 1. Definitions and conventions

A trap holds one electron at an energy $E_b>0$ below the edge of a conduction band. Light of photon energy $\varepsilon=\hbar\omega$ lifts the electron into the band. The photoionization cross section $\sigma(\varepsilon)$ is the emission rate of one occupied trap divided by the photon flux, the number of photons per unit area and time.

The band is isotropic and parabolic. The same effective mass $m$ describes the bound and the free electron, and free-electron energies are measured from the band edge:

$$
E_k=\frac{\hbar^2k^2}{2m},\qquad E_b=\frac{\hbar^2\kappa^2}{2m}.
$$

The second equation defines $\kappa$, whose inverse will prove to be the decay length of the bound state. SI units are used, with elementary charge $e>0$ and fine-structure constant $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$.

The host is transparent and nonmagnetic, with refractive index $n$. The macroscopic optical field is $F_0\cos\omega t$ along the unit vector $\mathbf e$, and the field acting on the trap is $gF_0\cos\omega t$. Both $n$ and $g$ are taken as independent of $\varepsilon$.

Four further assumptions define the model:

- The trap potential has zero range and acts on s waves.
- The trap is neutral once the electron has left.
- The lattice stays rigid during the transition.
- The light is weak, and its wavelength is long compared with $1/\kappa$.

The result to be derived is, for $\varepsilon>E_b$,

$$
\boxed{\sigma(\varepsilon)=\frac{g^2}{n}\,\frac{16\pi\alpha}{3}\,\frac{\hbar^2}{m}\,
\frac{E_b^{1/2}(\varepsilon-E_b)^{3/2}}{\varepsilon^3}}
$$

with $\sigma=0$ below $E_b$ and a maximum at $\varepsilon=2E_b$. It describes a compact trap of this kind. A real trap level follows it to the extent that it meets the assumptions.

## 2. The bound state

Write an s-wave function as $\psi(r)=u(r)/(\sqrt{4\pi}\,r)$. Away from the origin there is no potential, so a state of energy $-\hbar^2q^2/2m$ obeys $u''=q^2u$. The solution that decays at large $r$ is $u\propto e^{-qr}$.

A zero-range potential enters through a boundary condition at the origin, $u'(0)/u(0)=-\kappa$. It selects $q=\kappa$, so there is one bound state. Its norm requires

$$
1=\int_0^\infty A^2e^{-2\kappa r}\,dr=\frac{A^2}{2\kappa},
$$

so that $A=\sqrt{2\kappa}$ and

$$
\psi(r)=\sqrt{\frac{\kappa}{2\pi}}\;\frac{e^{-\kappa r}}{r}.
$$

The divergence at the origin is harmless for the norm, because the volume element supplies $r^2$. For a given effective mass, the binding energy alone fixes the whole wave function.

## 3. The final state

The function $\mathbf e\cdot\mathbf r\,\psi(r)$ is a radial function times the cosine of an angle. It is a pure p wave, so only the p-wave part of the final state contributes to the dipole element.

A regular p wave vanishes in proportion to $r$ at the origin, where the trap potential sits. The zero-range s-wave potential therefore leaves it free. A plane wave $e^{i\mathbf k\cdot\mathbf r}$ contains the correct p wave. Its s-wave part is wrong, since the trap scatters s waves, but that part drops out by symmetry. Using plane waves is thus no approximation for the dipole transition in this model.

With this normalization, a sum over final states is $\int d^3k/(2\pi)^3$. The dipole operator does not flip the spin, so there is no spin factor.

## 4. The dipole matrix element

Start with the Fourier transform of $e^{-\kappa r}/r$. The angular average of $e^{-i\mathbf k\cdot\mathbf r}$ is $\sin(kr)/(kr)$, hence

$$
\int e^{-i\mathbf k\cdot\mathbf r}\,\frac{e^{-\kappa r}}{r}\,d^3r
=\frac{4\pi}{k}\int_0^\infty e^{-\kappa r}\sin(kr)\,dr
=\frac{4\pi}{k^2+\kappa^2},
$$

because the last integral equals $k/(k^2+\kappa^2)$.

A factor $\mathbf r$ is produced by differentiation: $\mathbf r\,e^{-i\mathbf k\cdot\mathbf r}=i\nabla_k e^{-i\mathbf k\cdot\mathbf r}$. Therefore

$$
M_{\mathbf k}=\langle\mathbf k|\mathbf e\cdot\mathbf r|\psi\rangle
=\sqrt{\frac{\kappa}{2\pi}}\;i\,\mathbf e\cdot\nabla_k\frac{4\pi}{k^2+\kappa^2}
=-i\sqrt{\frac{\kappa}{2\pi}}\;\frac{8\pi\,\mathbf e\cdot\mathbf k}{(k^2+\kappa^2)^2}.
$$

Squaring gives $(\kappa/2\pi)(64\pi^2)=32\pi\kappa$ in front:

$$
|M_{\mathbf k}|^2=\frac{32\pi\kappa\,(\mathbf e\cdot\mathbf k)^2}{(k^2+\kappa^2)^4}.
$$

The electron leaves preferentially along the polarization, with a cosine-squared distribution.

## 5. From rate to cross section

The electron has charge $-e$, so its coupling to the field is $egF_0\,\mathbf e\cdot\mathbf r\cos\omega t$. Absorption comes from the half of the cosine that varies as $e^{-i\omega t}$, whose amplitude is $egF_0/2$. To lowest order in the field, the golden rule gives

$$
W=\frac{2\pi}{\hbar}\,\frac{e^2g^2F_0^2}{4}\,S,\qquad
S=\int\frac{d^3k}{(2\pi)^3}\,|M_{\mathbf k}|^2\,\delta(E_k+E_b-\varepsilon).
$$

The time-averaged intensity in the medium is $n\varepsilon_0cF_0^2/2$. Division by the photon energy gives the flux $\Phi=n\varepsilon_0cF_0^2/(2\varepsilon)$. The field amplitude cancels in the ratio:

$$
\sigma=\frac{W}{\Phi}
=\frac{g^2}{n}\,\frac{\pi e^2}{\hbar\varepsilon_0c}\,\varepsilon S
=\frac{g^2}{n}\,4\pi^2\alpha\,\varepsilon S,
$$

where the last step uses $e^2/(\varepsilon_0c)=4\pi\alpha\hbar$.

## 6. The sum over final states

Over all directions of $\mathbf k$, the average of $(\mathbf e\cdot\mathbf k)^2$ is $k^2/3$, and the full solid angle is $4\pi$. For the radial integral, $dE_k/dk=\hbar^2k/m$, so

$$
\int_0^\infty k^2f(k)\,\delta(E_k+E_b-\varepsilon)\,dk=\frac{mk}{\hbar^2}\,f(k),
$$

with $k$ on the right fixed by $E_k=\varepsilon-E_b$. Collecting the factors,

$$
S=\frac{1}{8\pi^3}\cdot4\pi\cdot\frac{k^2}{3}\cdot\frac{mk}{\hbar^2}\cdot
\frac{32\pi\kappa}{(k^2+\kappa^2)^4}
=\frac{16}{3\pi}\,\frac{m}{\hbar^2}\,\frac{\kappa k^3}{(k^2+\kappa^2)^4}.
$$

Inserting this in the cross section gives

$$
\sigma=\frac{g^2}{n}\,\frac{64\pi\alpha}{3}\,\frac{m\varepsilon}{\hbar^2}\,
\frac{\kappa k^3}{(k^2+\kappa^2)^4}.
$$

Now replace wave numbers by energies. With $b=2m/\hbar^2$, one has $\kappa^2=bE_b$ and $k^2=b(\varepsilon-E_b)$, so $k^2+\kappa^2=b\varepsilon$. Then

$$
\frac{\kappa k^3}{(k^2+\kappa^2)^4}
=\frac{b^2E_b^{1/2}(\varepsilon-E_b)^{3/2}}{b^4\varepsilon^4},
\qquad
\frac{m}{\hbar^2b^2}=\frac{\hbar^2}{4m}.
$$

One power of $\varepsilon$ cancels, and $64/4=16$. This is the boxed formula.

The exponent $3/2$ comes from $k^3$. One power of $k$ is the density of states; the other two are the squared p-wave amplitude near the trap, where the centrifugal barrier suppresses slow electrons.

## 7. The maximum and the shape of the spectrum

The logarithmic derivative is

$$
\frac{d\ln\sigma}{d\varepsilon}=\frac{3}{2(\varepsilon-E_b)}-\frac{3}{\varepsilon}
=\frac{3(2E_b-\varepsilon)}{2\varepsilon(\varepsilon-E_b)}.
$$

It is positive for $E_b<\varepsilon<2E_b$ and negative above $2E_b$. The cross section has a single maximum, at $\varepsilon=2E_b$, where the energy factor is $E_b^{1/2}E_b^{3/2}/(8E_b^3)=1/(8E_b)$. Thus

$$
\sigma_{\max}=\frac{g^2}{n}\,\frac{2\pi\alpha}{3}\,\frac{\hbar^2}{mE_b}
=\frac{g^2}{n}\,\frac{4\pi\alpha}{3}\,\frac{1}{\kappa^2}.
$$

The second form uses $\hbar^2/(mE_b)=2/\kappa^2$. The peak is set by the square of the decay length, reduced by the weak coupling $\alpha$ of light to charge.

Let $y=(\varepsilon-E_b)/E_b$ be the kinetic energy of the free electron in units of $E_b$. Then

$$
\frac{\sigma}{\sigma_{\max}}=\frac{8y^{3/2}}{(1+y)^3}
=\frac{8}{\left(y^{1/2}+y^{-1/2}\right)^3}.
$$

This is unchanged when $y$ is replaced by $1/y$: kinetic energies $E_b/3$ and $3E_b$, for instance, have the same cross section. The peak at $y=1$ is the self-reciprocal point.

The half-maximum energies follow from $(y^{1/2}+y^{-1/2})^3=16$. Squaring the cube root gives $y+1/y=16^{2/3}-2\approx4.350$. The roots of this quadratic are $y\approx0.2435$ and $y\approx4.106$, so half the peak value is reached at $1.24E_b$ and $5.11E_b$.

There are two limits. Just above threshold $\sigma\propto(\varepsilon-E_b)^{3/2}$, and far above it $\sigma\propto\varepsilon^{-3/2}$. The formula also gives a way to read a measured spectrum: if the model holds, $(\sigma\varepsilon^3)^{2/3}$ is a straight line in $\varepsilon$ that meets zero at $E_b$.

## 8. A check of the prefactor: the sum rule

For a Hamiltonian $H=p^2/2m+V(\mathbf r)$, the double commutator is $[z,[H,z]]=\hbar^2/m$. Its expectation value in the bound state, with a complete set of states inserted, is $2\sum_f(E_f+E_b)|\langle f|z|\psi\rangle|^2$. Hence

$$
\sum_f(E_f+E_b)\,|\langle f|z|\psi\rangle|^2=\frac{\hbar^2}{2m}.
$$

The zero-range trap is a limit of such potentials. It has no second bound state, so all this strength lies in the continuum. For $n=g=1$, the formula of part 5 then requires $\int\sigma\,d\varepsilon=4\pi^2\alpha\,\hbar^2/(2m)=2\pi^2\alpha\hbar^2/m$.

The derived cross section can be integrated directly. With $\varepsilon=E_bx$ and $x=1+\tan^2\theta$,

$$
\int_1^\infty\frac{(x-1)^{3/2}}{x^3}\,dx
=\int_0^{\pi/2}2\sin^4\theta\,d\theta=\frac{3\pi}{8},
$$

and $(16\pi\alpha/3)(3\pi/8)=2\pi^2\alpha$, as required. The factor $4\pi^2\alpha$ of part 5 enters both sides, so this checks the bound state, the matrix element and the sum over final states; the step from rate to cross section is tested separately in part 11.

## 9. A trap of small but finite range

Replace the zero-range potential by a square well of radius $a$ with the same $E_b$. Inside, $u=B\sin Kr$; outside, $u=Ae^{-\kappa r}$. Continuity of $u$ and $u'$ at $r=a$ gives

$$
B\sin Ka=Ae^{-\kappa a},\qquad K\cot Ka=-\kappa.
$$

The norm is

$$
1=\frac{A^2e^{-2\kappa a}}{2\kappa}+B^2\left[\frac a2-\frac{\sin2Ka}{4K}\right].
$$

The matching condition gives $\sin2Ka/(4K)=\sin^2(Ka)\cot(Ka)/(2K)=-\kappa\sin^2(Ka)/(2K^2)$. Eliminating $B$ and using $1/\sin^2Ka=1+\kappa^2/K^2$,

$$
1=\frac{A^2e^{-2\kappa a}}{2\kappa}\left[1+\kappa a\left(1+\frac{\kappa^2}{K^2}\right)+\frac{\kappa^2}{K^2}\right]
=\frac{A^2e^{-2\kappa a}}{2\kappa}\,\frac{1+\kappa a}{\sin^2Ka}.
$$

The squared outer amplitude, relative to its zero-range value $2\kappa$, is therefore

$$
\frac{A^2}{2\kappa}=\frac{e^{2\kappa a}\sin^2Ka}{1+\kappa a}\approx1+\kappa a .
$$

The last form is the first order in $\kappa a$, since $Ka$ tends to $\pi/2$ for a shallow state. The electron spends less time inside the well than the zero-range function would place at $r<a$, so more of it is outside, where the dipole element is formed.

This factor does not depend on photon energy, so it changes the height and not the shape. The shape changes through the inner region and the p-wave phase shift, which is of order $(ka)^3$. The constant gain therefore holds only while $ka$ is small. The sum rule of part 8 fixes the same total area for every such well, so the gain at low energy is paid back in the tail, where $ka$ exceeds one.

A numerical solution with the true p waves of the well shows this. For $\kappa a=0.10$ the cross section at $2E_b$ is 1.107 times the zero-range value, and the amplitude factor is 1.106. For $\kappa a=0.20$ the two numbers are 1.229 and 1.226. The peak then lies at $2.002E_b$. In this range the height is far more sensitive to the trap radius than the peak position is.

## 10. When the trap is left charged

If a positive core remains, the outgoing electron moves in an attractive Coulomb potential, and the threshold law changes. Let $a_c$ be the Bohr radius for this core. The p-wave radial equation is

$$
u''+\left[k^2+\frac{2}{a_cr}-\frac{2}{r^2}\right]u=0 .
$$

Consider final states normalized per unit energy, for which $u$ at large $r$ has the amplitude $\sqrt{2m/(\pi\hbar^2k)}$.

Without the Coulomb term, $u$ near the trap is this amplitude times $(kr)^2/3$. Its square varies as $k^3$, the threshold law found above.

With the Coulomb term, the local wave number well outside $a_c$ is $q(r)\approx\sqrt{k^2+2/(a_cr)}$. At large $r$ it changes little over one wavelength, so the amplitude follows $\sqrt{2m/(\pi\hbar^2q(r))}$. At fixed $r$ this stays finite as $k\to0$. The squared dipole element per unit energy then tends to a constant, and the cross section starts with a step.

The numerical comparison uses $a_c=2/\kappa$ and keeps the zero-range bound function, so it isolates the effect of the final state. Raising the excess energy from $0.0025E_b$ to $0.01E_b$ multiplies $\sigma$ by 7.82 for the neutral core and by 1.01 for the charged one. The pure $3/2$ power would give $4^{3/2}=8$; the factor $\varepsilon^{-3}$ accounts for the difference from 7.82. The flat behaviour needs $ka_c\ll1$, that is an excess energy well below $\hbar^2/(2ma_c^2)=E_b/(\kappa a_c)^2$, which is $0.25E_b$ here. For a more strongly screened core, with larger $a_c$, the step is lower and confined to a narrower range, and the neutral law is approached for $ka_c\gg1$.

As far as charge is concerned, the formula thus suits a trap that is negative when occupied and neutral when empty; the other assumptions of part 1 must hold too. For a trap that is neutral when occupied, it fails at threshold.

## 11. Worked example

Take a model trap with $E_b=1.50$ eV, $m$ equal to 0.50 electron masses, $n=2.00$ and $g=1.00$. These are round parameters, not data for a particular defect.

The decay constant is $\kappa=\sqrt{2mE_b}/\hbar=4.437\times10^9\ \mathrm{m^{-1}}$, so $1/\kappa=0.2254$ nm. The peak is at $2\times1.50=3.00$ eV, a vacuum wavelength of 413 nm. Its height is

$$
\sigma_{\max}=\frac12\cdot\frac{4\pi\alpha}{3}\,(0.2254\ \mathrm{nm})^2
=7.76\times10^{-22}\ \mathrm{m^2}=7.76\times10^{-18}\ \mathrm{cm^2}.
$$

| Photon energy (eV) | $\sigma$ ($10^{-22}\ \mathrm{m^2}$) |
|---|---|
| 1.6 | 0.88 |
| 2.0 | 5.04 |
| 2.5 | 7.30 |
| 3.0 | 7.76 |
| 4.0 | 7.05 |
| 5.0 | 5.98 |
| 6.0 | 5.04 |

The equal values at 2.0 and 6.0 eV show the reciprocal symmetry: the kinetic energies are 0.5 and 4.5 eV, or $y=1/3$ and $y=3$. The half-maximum energies are 1.87 and 7.66 eV. The rise is steep and the fall slow, so the threshold region locates $E_b$ better than the broad top does.

For a photon flux of $1.00\times10^{20}\ \mathrm{m^{-2}\,s^{-1}}$ at the peak energy, the emission rate is

$$
W=\Phi\sigma_{\max}=10^{20}\times7.76\times10^{-22}\ \mathrm{s^{-1}}=0.0776\ \mathrm{s^{-1}}.
$$

The mean emission time is $1/W=12.9$ s, if there is no recapture and no other escape path.

The golden-rule step was also tested by following the driven bound state in time, coupled to a discretized p continuum. The decay of its population gives a peak cross section that agrees with the formula within the 2 percent tolerance of the test, which allows for the finite time and finite drive.

The example also shows where the model is strained. A well with $\kappa a=0.20$ has a radius of only $0.20\times0.2254=0.045$ nm, and it already raises the peak by 23 percent. A trap of atomic size has a larger $\kappa a$, outside the range computed here. For a level this deep, the effective-mass description is itself doubtful, because the wave function decays over about one interatomic distance. The absolute height, and the shape from the peak upward, should then be read as estimates. The threshold power can change as well: if the bound state contains atomic orbitals from which a dipole transition to the band edge itself is allowed, the cross section of a trap with a neutral core starts as $(\varepsilon-E_b)^{1/2}$.

Lattice relaxation adds a further limit. If the atoms around the trap shift when its charge changes, vibrations broaden the threshold, and a fit of the rigid-lattice formula need not return the thermal trap depth. The law also ends where the band ceases to be parabolic, where $ka$ is no longer small, or where the host itself absorbs. In this example that happens within the table: the emitted electron has $k=\kappa=4.4\ \mathrm{nm^{-1}}$ at the peak and $k=\sqrt3\,\kappa=7.7\ \mathrm{nm^{-1}}$ at 6.0 eV, while the zone boundary $\pi/d$ lies at $7.9\ \mathrm{nm^{-1}}$ for a lattice constant $d=0.4$ nm. The slow fall, the equal values at 2.0 and 6.0 eV and the upper half-maximum energy belong to the unbounded parabolic band and should not be expected of a real host. The computed values behind these figures are listed in the numerical output.

## Computed results

```
binding energy: 1.50 eV
effective mass: 0.50 electron masses
refractive index: 2.00; local-field ratio: 1.00
kappa: 4.4368e+09 1/m
decay length 1/kappa: 0.2254 nm
sigma at 1.6 eV: 8.8095e-23 m^2
sigma at 2.0 eV: 5.0429e-22 m^2
sigma at 2.5 eV: 7.3029e-22 m^2
sigma at 3.0 eV: 7.7640e-22 m^2
sigma at 4.0 eV: 7.0476e-22 m^2
sigma at 5.0 eV: 5.9773e-22 m^2
sigma at 6.0 eV: 5.0429e-22 m^2
peak photon energy: 3.0000 eV
peak energy / binding energy: 2.00000
peak cross section: 7.7640e-22 m^2 = 7.7640e-18 cm^2
vacuum wavelength at peak: 413.28 nm
lower half-maximum energy: 1.8653 eV
upper half-maximum energy: 7.6591 eV
chosen photon flux: 1.00e+20 1/(m^2 s)
emission rate at peak: 7.7640e-02 1/s
mean emission time at peak: 12.880 s
sigma at peak from driven decay: 7.7646e-22 m^2
driven decay / formula: 1.00008
integrated sigma / sum rule (n=g=1): 1.00000000
threshold exponent from short-range well: 1.49935
well kappa*a=0.20: sigma(2Eb)/zero-range=1.22901
  squared outer-amplitude ratio=1.22599
  p phase shift=7.131e-04 rad; peak/Eb=2.00233
well kappa*a=0.10: sigma(2Eb)/zero-range=1.10654
  squared outer-amplitude ratio=1.10621
  p phase shift=8.006e-05 rad; peak/Eb=2.00029
well kappa*a=0.05: sigma(2Eb)/zero-range=1.05156
  squared outer-amplitude ratio=1.05152
  p phase shift=9.487e-06 rad; peak/Eb=2.00004
threshold comparison: excess energies 0.0100 Eb and 0.0025 Eb
  sigma ratio, neutral core: 7.8231
  sigma ratio, Coulomb core (Bohr radius 2/kappa): 1.0119
```
